\section*{Which polarization directions can a cubic quartic Landau energy stabilize?}

\section*{Question}

A ferroelectric with a cubic parent phase that has an inversion centre is described by a Landau energy up to fourth order in the polarization. The energy is bounded below and its anisotropy is not zero. Why can polarization along a cube axis or a body diagonal be stable at zero field and stress, while polarization along a face diagonal, or in a less symmetric direction, cannot?

\section*{What the labels mean}

Let $\mathbf P$ be uniform, with components along the cube axes. The labels name directions: tetragonal (T) is $\langle100\rangle$, orthorhombic (O) is $\langle110\rangle$, rhombohedral (R) is $\langle111\rangle$. Monoclinic (M) means $(a,b,0)$ or $(a,a,c)$ with unequal nonzero entries, and triclinic means three unequal nonzero entries.

They do not name the full crystal symmetry. The polar orthorhombic phase of hafnia has its polarization along a cube axis of the parent structure; further, nonpolar displacements lower its symmetry. It is therefore no counterexample, and an energy in $\mathbf P$ alone is not a microscopic model of it.

\section*{Mechanism: one paraboloid over a triangle}

Write $x_i=P_i^2\ge0$, $s=\sum_i x_i$ and $Q=\sum_{i<j}x_ix_j$. Inversion symmetry of the parent phase forbids odd powers of $\mathbf P$, including $P_xP_yP_z$. The general cubic energy to fourth order is then
\begin{equation}
f=a_1s+a_{11}\sum_i x_i^2+a_{12}Q .
\end{equation}
Since $s^2=\sum_i x_i^2+2Q$, this equals
\begin{equation}
f=a_1s+a_{11}s^2+\kappa Q,\qquad \kappa=a_{12}-2a_{11}.
\label{f}
\end{equation}
Only $\kappa Q$ depends on direction.

At fixed $s$ the allowed $(x_1,x_2,x_3)$ fill an equilateral triangle. Its corners are T, its edge midpoints O and its centre R. The squared distance from the centre is
\begin{equation}
d^2=\sum_i\left(x_i-\frac s3\right)^2=\sum_i x_i^2-\frac{s^2}{3}=\frac{2s^2}{3}-2Q ,
\end{equation}
so that
\begin{equation}
Q=\frac{s^2}{3}-\frac{d^2}{2}.
\label{d}
\end{equation}
The anisotropy is thus a single paraboloid centred on R. For $\kappa>0$ the energy falls with distance from the centre and is lowest at the corners. For $\kappa<0$ it is lowest at the centre.

An edge midpoint is the point of its edge nearest the centre, but a step into the triangle comes nearer still. If $\kappa>0$, O lowers its energy by moving along the edge towards T; if $\kappa<0$, by moving inward towards R. Neither sign holds it in both directions.

\section*{Formula: all stationary points and their stability}

\textbf{Boundedness.} With $q=Q/s^2$, the quartic part is $s^2(a_{11}+\kappa q)$. Equation (\ref{d}) and $x_i\ge0$ give $0\le q\le1/3$. The bracket is linear in $q$, so it is positive everywhere if it is positive at both ends:
\begin{equation}
a_{11}>0,\qquad 3a_{11}+\kappa>0 .
\end{equation}
These conditions are assumed from here on.

\textbf{Stationarity.} From $\partial s/\partial P_i=2P_i$ and $\partial Q/\partial P_i=2P_i(s-x_i)$,
\begin{equation}
\frac{\partial f}{\partial P_i}=2P_iB_i,\qquad B_i=a_1+2a_{11}s+\kappa(s-x_i).
\label{grad}
\end{equation}
If $P_i$ and $P_j$ are both nonzero, then $B_i=B_j=0$. Subtraction gives $\kappa(x_i-x_j)=0$, hence $x_i=x_j$. All nonzero components have equal magnitude, which excludes M and triclinic directions even as stationary points.

Let $n$ components be nonzero, each with square $x$. Then $s=nx$, and $B_i=0$ gives
\begin{equation}
x=\frac{-a_1}{2na_{11}+(n-1)\kappa}.
\label{x}
\end{equation}
The denominator is $2n(a_{11}+\kappa q)$ with $q=(n-1)/(2n)$, that is $q=0,1/4,1/3$ for T, O, R. It is positive by boundedness, so polar solutions need $a_1<0$. For $a_1\ge0$ the only minimum is $\mathbf P=0$. For $a_1<0$, counting signs and axes gives 6 T, 12 O and 8 R points, besides $\mathbf P=0$.

Along a fixed direction, $f=a_1s+(a_{11}+\kappa q)s^2$ is lowest at $s=-a_1/[2(a_{11}+\kappa q)]$, where
\begin{equation}
f=-\frac{a_1^2}{4(a_{11}+\kappa q)} .
\label{depth}
\end{equation}

\textbf{Curvature.} Differentiating (\ref{grad}) once more, with $\partial B_i/\partial P_j=4a_{11}P_j+2\kappa P_j(1-\delta_{ij})$, gives
\begin{equation}
H_{ij}=2B_i\delta_{ij}+4(2a_{11}+\kappa)P_iP_j-4\kappa x_i\delta_{ij}.
\end{equation}
There are three kinds of displacement.
\begin{itemize}
\item Along $\mathbf P$, the curvature is $4(2a_{11}+\kappa)nx-4\kappa x=4x[2na_{11}+(n-1)\kappa]=-4a_1$, by (\ref{x}). It is positive.
\item Perpendicular to $\mathbf P$ within the nonzero components, the $P_iP_j$ term vanishes and $-4\kappa x$ remains. There are $n-1$ such directions.
\item Along a zero component, $H_{ii}=2B_i$. Here $B_i=a_1+2a_{11}s+\kappa s$, while the nonzero components obey $a_1+2a_{11}s+\kappa s-\kappa x=0$. Hence $B_i=\kappa x$ and the curvature is $2\kappa x$. There are $3-n$ such directions.
\end{itemize}
T has transverse curvatures $2\kappa x,\,2\kappa x$; R has $-4\kappa x,\,-4\kappa x$; O has one of each kind, with opposite signs. So T is stable for $\kappa>0$, R for $\kappa<0$, and O is a saddle for either sign. At $\mathbf P=0$ all curvatures are $2a_1<0$. At $\kappa=0$ every direction has the same energy and none is selected.

O is also the only kind of point with exactly one downhill axis. It is therefore the pass for uniform rotation between neighbouring minima.

\section*{Why zero stress keeps the result}

The crystal may strain freely. Let $a_{11}^0,\kappa^0$ hold at frozen cubic shape, and add linear elasticity with a coupling $-\sum_i g_ie_i-q_{44}(\gamma_{yz}P_yP_z+\gamma_{zx}P_zP_x+\gamma_{xy}P_xP_y)$, where $g_i=q_{11}x_i+q_{12}(s-x_i)$.

Each shear strain minimizes $\frac12C_{44}\gamma^2-q_{44}\gamma P_iP_j$ and contributes $-q_{44}^2x_ix_j/(2C_{44})$, in total $-q_{44}^2Q/(2C_{44})$. For the normal strains, split $g_i$ into its mean $(q_{11}+2q_{12})s/3$ and the deviation $(q_{11}-q_{12})(x_i-s/3)$. Uniform dilation has stiffness $C_{11}+2C_{12}$ and contributes a term in $s^2$. Strains of zero sum have stiffness $C_{11}-C_{12}$ and contribute
\begin{equation}
-\frac{(q_{11}-q_{12})^2}{2(C_{11}-C_{12})}\,d^2
=\frac{(q_{11}-q_{12})^2}{C_{11}-C_{12}}\left(Q-\frac{s^2}{3}\right).
\end{equation}
The sum is again of the form (\ref{f}), with a new $a_{11}$ and
\begin{equation}
\kappa=\kappa^0+\frac{(q_{11}-q_{12})^2}{C_{11}-C_{12}}-\frac{q_{44}^2}{2C_{44}} .
\end{equation}
Strain can exchange T and R but cannot create O or M. Boundedness and the sign of $\kappa$ must be judged with these relaxed coefficients.

\section*{Numbers}

Take a T state with $P_s=20\ \mu\mathrm{C/cm^2}$ and longitudinal susceptibility $\chi=30$. The radial curvature is $-4a_1=1/(\varepsilon_0\chi)=0.3765$ MV\,cm/$\mu$C, so $a_1=-0.0941$ in the same unit. Then $a_{11}=-a_1/(2P_s^2)=0.0941/800=1.18\times10^{-4}$ MV\,cm$^5$/$\mu$C$^3$. The anisotropy is a free choice, $\kappa=\pm0.4\,a_{11}$, with $a_1$ and $a_{11}$ held fixed.

The T depth is $a_1P_s^2/2=-18.8\ \mathrm{J/cm^3}$, and (\ref{depth}) divides it by $1+\kappa q/a_{11}$:
\begin{center}
\begin{tabular}{lccc}
$f$ (J/cm$^3$) & T & O & R\\
$\kappa>0$ & $-18.8$ & $-17.1$ & $-16.6$\\
$\kappa<0$ & $-18.8$ & $-20.9$ & $-21.7$
\end{tabular}
\end{center}
O lies between the other two for both signs. Its transverse curvatures are $-0.034$ and $+0.017$ MV\,cm/$\mu$C for $\kappa>0$, and $+0.042$ and $-0.021$ for $\kappa<0$. The rotation barriers through O are 1.71 and 0.80 J/cm$^3$.

For the strain effect, choose $C_{11},C_{12},C_{44}=400,100,80$ GPa and $q_{11},q_{12},q_{44}=3,-2,1$ MV\,cm/$\mu$C. With $1\ \mathrm{GPa}=1000\ \mathrm{J/cm^3}$, the shift of $\kappa$ is $25/(3\times10^5)-1/(1.6\times10^5)=7.7\times10^{-5}$ MV\,cm$^5$/$\mu$C$^3$. It turns a frozen-shape value of $-3.0\times10^{-5}$ into the relaxed $+4.7\times10^{-5}$: R at frozen shape, T at zero stress.

\section*{What happens when an assumption is dropped}

\textbf{Fourth order.} Add $\tau P_x^2P_y^2P_z^2$ with $\kappa<0$. The point $(p,p,0)$ stays stationary, and its curvature along $z$ becomes $2\kappa x+2\tau x^2$. O is locally stable once $\tau x>|\kappa|$. At this limit the new term, evaluated at the original R point, is 0.77 J/cm$^3$, or 3.6\% of the R well depth. At 1.5 times the limit the lowest state found is O.

An eighth-order energy can even favour M. In dimensionless form, take
\begin{equation}
f=-s+\tfrac12s^2+20(Q-0.15s^2)^2+3x_1x_2x_3 .
\end{equation}
The last two terms are nonnegative, and the first two are lowest at $s=1$. All are minimized together when one $x_i$ vanishes and the others have sum 1 and product 0.15, namely 0.82 and 0.18. That is an M direction.

\textbf{Zero field.} A field of 0.05 MV/cm, applied to the T state along a second cube axis, meets the curvature $2\kappa P_s^2=0.0376$ MV\,cm/$\mu$C. It induces a transverse component of about $0.05/0.0376=1.3\ \mu\mathrm{C/cm^2}$, and the direction becomes M.

\textbf{Zero stress.} Let the spontaneous strain be $e_i=h_\parallel x_i+h_\perp(s-x_i)$. Equal tensile stress $\sigma$ along $x$ and $y$ adds $-\sigma(e_x+e_y)$ to $f$. Its derivative adds $-\sigma(h_\parallel+h_\perp)$ to $B_x,B_y$ and $-2\sigma h_\perp$ to $B_z$. Where all components are nonzero, $B_x=B_z$ gives
\begin{equation}
P_x^2-P_z^2=\frac{\sigma(h_\parallel-h_\perp)}{-\kappa}.
\end{equation}
For $\kappa<0$ and $h_\parallel\ne h_\perp$, R therefore becomes M under any small tension. With $\kappa=-0.4\,a_{11}$ and the same elastic constants and strain couplings as above, 0.1 GPa gives $(12.9,12.9,11.4)\ \mu\mathrm{C/cm^2}$. Above 0.65 GPa $P_z$ vanishes, and the state is O.

\section*{The model beside a real capacitor}

Hafnia-zirconia capacitors have films of roughly 10 nm, polarization of roughly 20 $\mu$C/cm$^2$ and permittivity of roughly 30, which the inputs follow. The anisotropy does not come from such a device. It implies a transverse susceptibility of $\chi\,(4a_{11}/\kappa)=300$ in the T state, far above the typical permittivity.

Real films break the assumptions of zero field and stress. A dead layer of thickness $\delta=0.5$ nm and permittivity $\varepsilon_d=30$ on a film of $L=10$ nm with shorted electrodes leaves a field $E$ in the film. Zero total voltage and continuous displacement give $|E|=P/[\varepsilon_0(1+\varepsilon_dL/\delta)]=0.38$ MV/cm, which costs $\frac12P|E|=3.8\ \mathrm{J/cm^3}$ for polarization normal to the film. An in-plane biaxial tension held at 1 GPa splits in-plane and normal T variants by 6.7 J/cm$^3$ if the polarization keeps its unstressed magnitude, and by 6.4 J/cm$^3$ once it adjusts. Either effect makes the six T variants inequivalent and, in this $\kappa>0$ example with the film normal along the cube axis $z$, favours the in-plane ones. For the tension this rests on the chosen sign $h_\parallel>h_\perp$; the strain couplings, like the anisotropy, are not taken from a device. Reversing the signs of $q_{11}$ and $q_{12}$ leaves $\kappa$ unchanged, and the same tension then favours the normal variants by 6.9 J/cm$^3$.

Whether the normal T state remains a local minimum is decided by its transverse curvature. With the dead layer this is $2\kappa P_z^2-|E|/P=0.034-0.019=0.015$ MV\,cm/$\mu$C, where $P_z^2$ has fallen to 360 $(\mu\mathrm{C/cm^2})^2$. It is positive, so the state survives. With the tension instead, it is $2\kappa P_z^2-2\sigma(h_\parallel-h_\perp)=0.0328-0.0333$ MV\,cm/$\mu$C, where $P_z^2$ has fallen to 348 $(\mu\mathrm{C/cm^2})^2$. It is slightly negative, so the normal state is lost and, as long as the stress stays fixed, only in-plane T states remain. The curvature changes sign at 0.985 GPa, so at a slightly lower tension the normal state survives as a local minimum. A film clamped by a thick substrate has fixed in-plane strain instead, and the zero-stress $\kappa$ no longer applies. With equal in-plane strains and no in-plane shear, only the normal strain $e_z$ can respond to a polarization in the plane, and it contributes only a term in $s^2$. The anisotropy within the plane is then the frozen-shape $\kappa^0=-3.0\times10^{-5}$ MV\,cm$^5$/$\mu$C$^3$, which favours in-plane O over in-plane T. Had $\kappa=4a_{11}$ been chosen, making both susceptibilities 30, the barrier without these effects would be $18.8/2=9.4\ \mathrm{J/cm^3}$ instead of 1.7.

For the original $\kappa>0$, the barrier is 10.7 meV/nm$^3$. It reaches 40 times the thermal energy at 358 K, $40\times30.9$ meV, in a volume of 116 nm$^3$. This assumes uniform rotation and unchanged coefficients; domain walls and nucleation may offer lower paths. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
Polarization of T state, input: 20.0 uC/cm2
Longitudinal susceptibility, input: 30
|kappa|/a11, input: 0.40
a1 = -0.09412 MV cm/uC
a11 = 1.1765e-04 MV cm^5/uC^3
|kappa| = 4.7059e-05 MV cm^5/uC^3
kappa +: stationary points 0/T/O/R = [1, 6, 12, 8]
 T: |P| = 20.00 uC/cm2, f = -18.823 J/cm3
   curvatures +0.0376, +0.0376, +0.3765 MV cm/uC
 O: |P| = 19.07 uC/cm2, f = -17.112 J/cm3
   curvatures -0.0342, +0.0171, +0.3765 MV cm/uC
 R: |P| = 18.79 uC/cm2, f = -16.609 J/cm3
   curvatures -0.0221, -0.0221, +0.3765 MV cm/uC
 Barrier through O: 1.711 J/cm3
kappa -: stationary points 0/T/O/R = [1, 6, 12, 8]
 T: |P| = 20.00 uC/cm2, f = -18.823 J/cm3
   curvatures -0.0376, -0.0376, +0.3765 MV cm/uC
 O: |P| = 21.08 uC/cm2, f = -20.915 J/cm3
   curvatures -0.0209, +0.0418, +0.3765 MV cm/uC
 R: |P| = 21.48 uC/cm2, f = -21.719 J/cm3
   curvatures +0.0290, +0.0290, +0.3765 MV cm/uC
 Barrier through O: 0.804 J/cm3
C11, C12, C44, input: 400, 100, 80 GPa
q11, q12, q44, input: 3, -2, 1 MV cm/uC
a11 at frozen strain: 1.4570e-04 MV cm^5/uC^3
kappa at frozen strain: -3.0025e-05 MV cm^5/uC^3
kappa shift on relaxing: 7.7083e-05 MV cm^5/uC^3
Minimum: frozen R, zero stress T
T strain along/across P: 0.422/-0.244 %
Sextic limit for stable O: 2.118e-07 MV cm^9/uC^5
 its energy at the R point: 0.771 J/cm3
 share of R well depth: 3.6 %
 lowest state at 1.5 times the limit: O
Eighth-order example, lowest state: M
Transverse field 0.05 MV/cm on T: P = (19.95, 1.34, 0) uC/cm2
Transverse susceptibility of T: 300
Biaxial 0.1 GPa on R: M, P = (12.86, 12.86, 11.40) uC/cm2
Biaxial 1.0 GPa on R: O, P = (15.26, 15.26, 0.00) uC/cm2
Biaxial stress for M to O: 0.647 GPa
Film 10 nm, dead layer 0.5 nm, its permittivity 30
Depolarizing field: 0.376 MV/cm
Depolarizing energy: 3.76 J/cm3
T variant splitting at 1 GPa: 6.67 J/cm3
T barrier per volume: 10.68 meV/nm3
Thermal energy at 358 K: 30.9 meV
Volume with barrier 40 kT: 116 nm3
\end{verbatim}
